# Linearised Poisson-Boltzmann in a periodic cell: neutrality and the potential's zero

## Second derivation: minimising the free energy

The symbols are those of the first half. A periodic cell \(\Omega\) holds a slab of charge density \(\rho\) and total charge \(Q\). The permittivity is \(\varepsilon\), the function \(S\) says where ions may go, and \(K=(4\pi/kT)\sum_i z_i^2c_i=\varepsilon_b\kappa^2\) measures the ionic strength of a neutral reservoir whose potential is zero. The potential \(\phi\) is that of a positive unit charge. Integrating the linearised Poisson-Boltzmann equation,

\[
\nabla\cdot(\varepsilon\nabla\phi)-KS\phi=-4\pi\rho , \tag{1}
\]

gave an ion charge \(-Q\) and

\[
\int_\Omega S\phi\,d^3r=\frac{4\pi Q}{K}. \tag{3}
\]

The same results are now obtained without assuming (1) or the Boltzmann law. The starting point is the free energy of the ions and of the field, and the potential appears at the end.

**The cost of displacing ions.** For ideal ions exchanged with the reservoir, the grand potential relative to the undisturbed electrolyte is

\[
\omega=kT\sum_i\int_\Omega\left[n_i\ln\frac{n_i}{Sc_i}-n_i+Sc_i\right]d^3r ,
\]

where \(n_i\) is the density of species \(i\). Put \(n_i=Sc_i+\delta_i\). The integrand and its first derivative vanish at \(\delta_i=0\), and its second derivative there is \(1/(Sc_i)\). To second order,

\[
\omega=\sum_i\int_\Omega\frac{kT\,\delta_i^2}{2Sc_i}\,d^3r .
\]

The field responds only to the charge density \(n=\sum_i z_i\delta_i\); the undisturbed densities add nothing, because \(\sum_i z_ic_i=0\). For a given \(n\), the cheapest choice of the \(\delta_i\) follows with a multiplier \(\mu\):

\[
\frac{kT\,\delta_i}{Sc_i}=\mu z_i
\;\Longrightarrow\;
n=\frac{\mu S}{kT}\sum_i z_i^2c_i=\frac{\mu KS}{4\pi}.
\]

The cost density is \(\frac12\sum_i\mu z_i\delta_i=\frac12\mu n=2\pi n^2/(KS)\). A dilute electrolyte, with small \(K\), charges at a high price. Where \(S=0\), the charge \(n\) must vanish.

**The total free energy.** Let \(\mathbf D\) be the electric displacement. The field energy of a linear dielectric is \(\int|\mathbf D|^2/(8\pi\varepsilon)\), so the quantity to minimise is

\[
F[\mathbf D,n]=\int_\Omega\frac{|\mathbf D|^2}{8\pi\varepsilon}\,d^3r
+\frac{2\pi}{K}\int_\Omega\frac{n^2}{S}\,d^3r ,\qquad
\nabla\cdot\mathbf D=4\pi(\rho+n). \tag{7}
\]

The displacement is required to be periodic. Integrating Gauss's law over the cell then gives \(0=4\pi(Q+\int n)\), hence

\[
\int_\Omega n\,d^3r=-Q . \tag{8}
\]

Neutrality is here a condition of admission. The reason for imposing it is energetic. In a stack of \(M\) cells, each with net charge \(q_{\rm net}\), the plane-averaged displacement grows by \(4\pi q_{\rm net}/a\) from one cell to the next, where \(a\) is the cross-sectional area of the cell. The field energy per cell then grows as \(M^2\), whereas the cost of supplying the missing ions is a fixed amount per cell. For a large stack the reservoir therefore supplies them.

**Minimising over the field.** Hold \(n\) fixed, subject to (8), and change \(\mathbf D\) by a periodic \(\delta\mathbf D\) without divergence. The first-order change of \(F\) must vanish:

\[
\frac{1}{4\pi}\int_\Omega\frac{\mathbf D}{\varepsilon}\cdot\delta\mathbf D\,d^3r=0 .
\]

In a Fourier expansion, \(\delta\mathbf D\) may have any component perpendicular to its wave vector, and any constant part. So \(\mathbf D/\varepsilon\) has components only along the wave vectors and no constant part. Such a field is the gradient of a periodic function, and we may write

\[
\mathbf D=-\varepsilon\nabla\hat\phi .
\]

The function \(\hat\phi\) is defined up to a constant. At this stage its zero is arbitrary, as it is in the problem without ions.

**Minimising over the ions.** Now let the ion charge change by \(\delta n\), confined to the region \(S>0\), with \(\int\delta n=0\) so that (8) still holds. Gauss's law requires \(\nabla\cdot\delta\mathbf D=4\pi\,\delta n\). The field term changes by

\[
-\frac1{4\pi}\int_\Omega\nabla\hat\phi\cdot\delta\mathbf D\,d^3r
=\frac1{4\pi}\int_\Omega\hat\phi\,\nabla\cdot\delta\mathbf D\,d^3r
=\int_\Omega\hat\phi\,\delta n\,d^3r ,
\]

by parts, with no surface term. Adding the change of the ion term,

\[
\delta F=\int_\Omega\left(\hat\phi+\frac{4\pi n}{KS}\right)\delta n\,d^3r=0 .
\]

Since \(\delta n\) is arbitrary apart from its zero integral, the bracket must be a constant \(\lambda\) wherever ions may go:

\[
n=-\frac{K}{4\pi}S(\hat\phi-\lambda). \tag{9}
\]

The constant is the multiplier that enforces neutrality. Integrate (9) and use (8):

\[
Q=\frac{K}{4\pi}\left(\int S\hat\phi-\lambda\int S\right)
\;\Longrightarrow\;
-\lambda=\frac{4\pi Q/K-\int S\hat\phi}{\int S}. \tag{10}
\]

Define \(\phi=\hat\phi-\lambda\). Adding a constant to \(\hat\phi\) adds the same constant to \(\lambda\), so \(\phi\) has no freedom left. In terms of \(\phi\), equation (9) is the linear ion law, Gauss's law becomes (1), and (10) becomes (3). The second derivation has reached the result of the first.

**The stationary state is the minimum.** Compare it with any other admissible state, \(\mathbf D+\delta\mathbf D\) and \(n+\delta n\). The terms linear in the changes cancel by the steps above, and the quadratic terms are \(F\) evaluated for the changes alone:

\[
F[\mathbf D+\delta\mathbf D,n+\delta n]-F[\mathbf D,n]
=\int_\Omega\frac{|\delta\mathbf D|^2}{8\pi\varepsilon}\,d^3r+\frac{2\pi}{K}\int_\Omega\frac{(\delta n)^2}{S}\,d^3r .
\]

This is positive unless both changes vanish, so the minimum is unique.

**Restoring a lost constant.** Equation (10) is also a practical recipe. If the solution of (1) is known up to a constant, for instance with its cell average set to zero, the right-hand expression is what must be added. It does not repair a solver that drops the uniform component while solving (1). The factor \(S\) couples that component to all the others, so the shape of the potential then comes out wrong as well; in the test cell described next, an error of 0.07 remains where the largest \(|\phi|\) is 0.50. In the two-dimensional test cell of the first half, with slab charge \(-0.7\), an added neutral pair (a unit positive charge of the slab's shape and a unit negative charge elsewhere) and \(K=10\), the potential was recomputed from the total charge with its cell average set to zero. Equation (10) gave the constant \(-0.0360\) in atomic units, and adding it reproduced the solution of (1) throughout the cell.

**Why the constant matters for electrons.** At the minimum, insert \(\mathbf D=-\varepsilon\nabla\phi\) and \(n=-KS\phi/4\pi\) in (7):

\[
A=\frac1{8\pi}\int_\Omega\left(\varepsilon|\nabla\phi|^2+KS\phi^2\right)d^3r
=\frac12\int_\Omega\rho\phi\,d^3r .
\]

The last step multiplies (1) by \(\phi\) and integrates by parts. Now add a small charge \(dq\) to the slab with a fixed normalised shape \(g(\mathbf r)\), keeping \(\varepsilon\) and \(S\) fixed. Gauss's law for the changes is \(\nabla\cdot\delta\mathbf D=4\pi(g\,dq+\delta n)\), and to first order

\[
dA=\frac1{4\pi}\int\phi\,\nabla\cdot\delta\mathbf D\,d^3r-\int\phi\,\delta n\,d^3r
=dq\int_\Omega g\phi\,d^3r . \tag{11}
\]

The terms in \(\delta n\) cancel. A constant added to \(\phi\) would change \(dA/dq\) by the same constant, so the zero of potential is a statement about energy: it fixes the work of bringing charge to the slab while the reservoir supplies the compensating ions. To first order in the added charge, the electrostatic contribution of an added electron is \(-\int g\phi\). In the test cell, the difference of \(A\) between slab charges half a unit above and below \(-0.7\) gave \(dA/dq=0.173729\), and \(\int g\phi\) gave the same digits. The value is positive because the positive member of the neutral pair sits on the slab's shape; without the pair it is \(-0.757\).

A uniform background behaves differently. Adding \(g\,dq\) then also adds \(-dq/V\) per unit volume, where \(V\) is the cell volume, and the energy changes by \(dq\,(\int g\phi-\int\phi/V)\). Levels are then measured from the cell average.

**The two references in numbers.** The planar slab of the first half carries \(-0.20\) e on 50 Å\(^2\), in a 1.0 mol/L salt with a Debye length of 3.03 Å. Its metal is 10 Å thick and each compact layer 3 Å. With these held fixed and the electrolyte width \(w\) varied, the potentials in eV are:

| \(w\) (Å) | slab | midplane | slab minus cell mean |
|---|---|---|---|
| 15 | −0.1952 | −0.0024 | −0.109 |
| 30 | −0.1950 | −0.0002 | −0.137 |
| 60 | −0.1950 | −0.0000 | −0.160 |

Measured from the reservoir, the slab potential has settled to about 0.2 meV at the smallest width, because \(\coth(\kappa w/2)\) approaches one exponentially. Measured from the cell average it still drifts by 0.023 eV between the last two rows. The integral of \(\phi\) along the cell is nearly independent of \(w\), since (3) fixes the electrolyte's part and the rest comes from the slab and its compact layers. The average therefore falls only as the inverse of the cell length. For \(w=30\) Å the length is 46 Å and the mean is \(-0.058\) eV. The last column is the electrolyte solution measured from its own average; it is not the result of a uniform background. Replacing the ions by such a background, with the metal kept equipotential, changes the field itself: slab minus cell mean becomes \(-0.064\), \(-0.103\) and \(-0.153\) eV for the three widths and keeps growing in magnitude with \(w\).

The midplane column shows that the middle of the electrolyte is not the zero of potential either. It approaches the reservoir value once the electrolyte is many Debye lengths wide.

**What each derivation assumes.** The first takes the ion law as given and obtains neutrality as a consequence. It needs a periodic flux and an ion charge that depends on the local potential, but no free energy. Neutrality therefore carries over directly to the full Poisson-Boltzmann equation. Equation (3), and with it the recipe (10), does not. For a 1:1 salt it is then the integral of \(S\sinh(\phi/kT)\) that \(Q\) fixes, and in the planar example with \(w=30\) Å the integral of \(\phi\) over the electrolyte is smaller in magnitude than (3) by about 2% at \(-0.20\) e and 23% at \(-1.0\) e. Its account of the zero is formal: the constant is fixed because \(\phi\) itself, and not just its gradient, appears in (1).

The second takes thermal equilibrium and a free energy as given. It needs neutrality at the start, through the periodic displacement, and obtains the ion law and the constant. In return it identifies the constant as the multiplier of neutrality and links it to the energy of charging. As written it is limited to small departures from the reservoir densities, because the ion cost was cut at second order. In the planar example the departure at the ion plane is already 55% of the reservoir density; for a 1:1 salt the quadratic cost of the ion charge found there is still within about 2% of the full cost of the same charge. For a 2:1 salt, with the charge that the linear law gives at that potential, it is 20% too high if the cation is divalent and 13% too low if the anion is. The linear departure of the divalent ion is then 110%, so the linear density of a divalent anion is already negative.

Both need the reservoir. If the cell instead held a fixed number \(N_i\) of each ion, the densities would be

\[
n_i=N_i\,\frac{S\,e^{-z_i\phi/kT}}{\int_\Omega S\,e^{-z_i\phi/kT}\,d^3r},
\]

which do not change when a constant is added to \(\phi\). The equations would again leave the zero free, and the cell would be neutral only if the numbers had been chosen to make it so. A zero can still be assigned afterwards. The densities have the form \(S a_i e^{-z_i\phi/kT}\), and one shift \(\lambda\) makes \(\sum_i z_ia_ie^{-z_i\lambda/kT}\) vanish, since that sum falls steadily with \(\lambda\) from positive to negative values. This is the neutral reservoir with which the closed cell would be in equilibrium, but its concentrations are then a result, not an input.

**How much charge the linear law can bear.** Equations (3) and (8) hold for any \(Q\), but the densities behind them do not stay physical. For a 1:1 salt the linear anion density is \(c(1+\phi/kT)\), which turns negative where \(\phi<-kT\). In the example this happens first at the ion plane, where the potential is \(-0.01407\) eV and proportional to \(Q\). The limit is

\[
|Q|=0.20\times\frac{0.02569}{0.01407}=0.365\ \text{e},
\]

or 5.9 μC/cm\(^2\) on each face. At \(-0.20\) e the full equation gives \(-0.0139\) eV at the ion plane, about 1% smaller in magnitude than the linear value. At \(-1.0\) e the linear value is \(-0.070\) eV and the full one \(-0.058\) eV, an overestimate of 22% relative to the full result.

The linear law also divides the compensation equally: 0.10 e from added cations and 0.10 e from expelled anions. The full equation at \(-0.20\) e gives 0.1135 e and 0.0865 e. The sum is the same, as neutrality demands.

**Beside a real electrode.** The parameters are rough values for a metal in a concentrated aqueous salt at room temperature, with no charge transfer across the interface; the ion figures below are for a 1:1 salt, and a divalent salt is more strongly coupled. A face charge of 3.2 μC/cm\(^2\) is modest; real electrodes readily reach 10 μC/cm\(^2\) or more, where the linear density of the repelled ion (the anion at a negative electrode) is negative and the full ion law is needed for the densities. The slab potential of this model changes there by only 4 meV in 0.61 eV. The model's capacitance, \(3.2/0.195\approx16\) μF/cm\(^2\) per face, has the order of magnitude found for such interfaces. Most of the potential falls across the compact layer, which is also the least certain part. Raising its permittivity from 6 to 10 moves the slab from \(-0.195\) to \(-0.123\) eV, and thinning it from 3 to 2.5 Å moves it to \(-0.165\) eV. Lowering the bulk permittivity to 65, a rough allowance for the dissolved salt, changes the result by about 1 meV. Giving the ions a rough size of 6 Å changes the ion-plane potential of the full equation by about 0.1 meV at this charge in a lattice-gas model, and by about 0.3 meV for hard spheres of that diameter if their crowding is taken to depend on the local density only.

Two assumptions are weaker than these small shifts suggest. The cube root of the volume per ion is 9.4 Å, and two unit charges at that distance in the solvent interact with 0.020 eV, about \(0.8\,kT\); at the radius of a sphere of that volume, 5.8 Å, the energy is \(1.2\,kT\). Correlations between ions are therefore not negligible. As an estimate of their size, the mean spherical approximation for charged 6 Å spheres, whose diameter is twice the Debye length, moves the linear ion-plane potential from \(-0.0141\) to \(-0.0088\) eV, about 5 meV, with image charges left out. In the compact layer the field is 0.060 V/Å, and a solvent dipole of roughly 0.4 e Å has an energy of about \(0.9\,kT\) in it, at which the polarisation of freely rotating dipoles lies about 5% below the linear law and its slope about 15% below, so a permittivity independent of the field is only approximate there. At 10 μC/cm\(^2\) the same estimate gives \(2.9\,kT\) and a polarisation about 30% below the linear law, so the slab potential quoted for that charge is correspondingly less certain. An electrode that passes current also departs from equilibrium with the reservoir, which both derivations exclude.

None of these corrections to \(\varepsilon\) or to the ion law disturbs neutrality, as long as the electric flux is periodic, the ions can be exchanged with a reservoir, and the electrolyte has room for the compensating charge: with 6 Å lattice ions the 30 Å cell holds at most about 6.9 e, and beyond that no solution exists. They change how far the slab lies from the zero, and hence the electrode potential that is read from the Fermi level.

## Calculated quantities

```
GENERAL PERIODIC CELL (atomic units)
slab charge -0.7000, linear ion charge 0.70000000
full Poisson-Boltzmann ion charge 0.70000000
neutral dipole: S-weighted mean -1.2e-11
neutral dipole: plain cell mean 0.1094
smallest singular value without ions 2.3e-12
smallest singular value with ions 1.917
recovered constant -0.03596
dA/dq 0.173729, integral of g*phi 0.173729
K=1e-3: mean -445.63, range 1.0312
K=1e-4: mean -4456.33, range 1.0312
WORKED EXAMPLE: INPUTS
temperature 298.15 K, kT 0.02569 eV
salt 1.0 mol/L, each ion 6.0221e-04 per A^3
permittivity: bulk 78, compact layer 6
metal 10 A, each gap 3 A, electrolyte 30 A
cell area 50 A^2, slab charge -0.20 e
Coulomb constant 14.3996 eV A
WORKED EXAMPLE: RESULTS
Debye length 3.032 A, kappa*w/2 = 4.947
charge per face -0.0020 e/A^2 = -3.204 uC/cm2
ion charge by quadrature 0.200000 e
mean potential in electrolyte -0.00284 eV
midplane potential -0.000200 eV
ion-plane potential -0.01407 eV
compact-layer drop -0.18095 eV
slab potential -0.19502 eV, electron-level shift +0.19502 eV
capacitance per face 16.43 uF/cm2
width(A)  slab(eV)  midplane(eV)  cell mean(eV)  slab-mean(eV)
   15    -0.19522    -0.002389     -0.08600      -0.10922
   30    -0.19502    -0.000200     -0.05789      -0.13713
   60    -0.19502    -0.000001     -0.03504      -0.15998
LIMITS AND NEGLECTED EFFECTS
linear density turns negative above |Q| = 0.365 e
  that is 5.85 uC/cm2 per face
ion plane, full equation, Q=-0.2 e: -0.01390 eV
full equation: cations +0.1135, anions -0.0865
ion plane, Q=-1 e: linear -0.07035 eV
ion plane, Q=-1 e: full -0.05754 eV
rough ion size 6 A, bulk packing 0.260
ion plane with crowding -0.01403 eV
mean ion spacing 9.40 A
pair energy at that spacing 0.0196 eV
field: compact 0.0603 V/A, ion plane 0.00464 V/A
rough solvent dipole 0.4 e A; its energy over kT:
  compact 0.94, ion plane 0.072
slab if bulk permittivity is 65: -0.19636 eV
slab if compact permittivity is 10: -0.12264 eV
slab if gap is 2.5 A: -0.16486 eV
```
